# Counting spin and valley levels in a Landau filling factor

**Question**

I have a silicon (100) MOSFET channel with $3\times10^{12}$ electrons per square centimetre, in a perpendicular field of 10 T. I want its Landau filling factor, with all spin and valley levels included.

I know that a Landau level holds $eB/h$ electrons per unit area, so I would divide the density by that. But silicon has two spin directions and two occupied valleys. Should I multiply the result by four, divide it by four, or leave it alone? I also don't see where the effective mass enters. Finally, if the answer isn't an integer, what does the fractional part mean in a real channel, where the levels are broadened?

**Answer**

Leave it alone, provided that your density is the total density and that "level" means one spin and one valley. The factor of four is needed afterwards, to find out which levels are full. Both statements follow from counting the states.

**How many states one level holds**

Take one spin and one valley, with a parabolic, isotropic in-plane mass $m$. I use atomic units, $\hbar=m_e=e=1$, so that $h=2\pi$, and measure $B$ in units of $\hbar/(ea_0^2)$. The electron has charge $-1$, so its kinetic momentum is $\mathbf p+\mathbf A$. For a field along $z$ choose $\mathbf A=(0,Bx,0)$:

$$H=\frac{1}{2m}\left[p_x^2+(p_y+Bx)^2\right].$$

Nothing here depends on $y$, so the wave function can be written $e^{iky}\phi(x)$, and $p_y$ becomes the number $k$. Taking $B$ out of the bracket gives

$$(k+Bx)^2=B^2\left(x+\frac{k}{B}\right)^2=B^2(x-X)^2,\qquad X=-\frac{k}{B}=-k\,l^2,$$

where $l=1/\sqrt B$ is the magnetic length. The potential term is therefore

$$\frac{B^2}{2m}(x-X)^2=\frac12 m\omega_c^2(x-X)^2,\qquad \omega_c=\frac Bm .$$

This is a harmonic oscillator centred at $X$, with energies

$$E_N=\omega_c\left(N+\tfrac12\right),\qquad N=0,1,2,\dots$$

The energy does not contain $k$. All allowed values of $k$ belong to the same level, and we need only count them.

Let the sample measure $L_x$ by $L_y$, with periodic boundary conditions along $y$. Then $k$ takes values spaced by $2\pi/L_y$. The centre $X$ must lie inside the sample, in an interval of length $L_x$. Since $|dX/dk|=l^2$, this allows a range of $k$ of length $L_x/l^2$. The number of states is the range divided by the spacing:

$$\frac{L_x/l^2}{2\pi/L_y}=\frac{L_xL_y}{2\pi l^2}.$$

Per unit area, one level of one spin and one valley holds

$$n_L=\frac{1}{2\pi l^2}=\frac{B}{2\pi}\quad\longrightarrow\quad n_L=\frac{eB}{h}\ \text{ in SI units},$$

because $l^2=\hbar/(eB)$ in SI units. That is one state per flux quantum $h/e$. States whose centres lie within a few $l$ of an edge are distorted, so the count is good when the sample is much wider than $l$. Here $l=8.1$ nm, a small length beside the usual test structures.

The mass sets the spacing of the levels, but it has dropped out of their capacity.

**The filling factor**

The filling factor is the number of electrons per flux quantum, or equivalently the number of single-spin, single-valley levels that the electrons would fill:

$$\nu=\frac{n}{n_L}=\frac{2\pi n}{B}=2\pi n l^2\quad\longrightarrow\quad \nu=\frac{nh}{eB}.$$

Here $n$ counts every electron, whatever its spin and valley. The four species are thus already in the numerator. If you had been given the density of one species, $n/4$, you would multiply by four to recover the total. Multiplying the total by four counts the species twice and gives 49.6.

For your field,

$$n_L=\frac{(1.602\times10^{-19}\,\mathrm C)(10\,\mathrm T)}{6.626\times10^{-34}\,\mathrm{J\,s}}=2.418\times10^{15}\,\mathrm{m^{-2}}=2.418\times10^{11}\,\mathrm{cm^{-2}},$$

and therefore

$$\nu=\frac{3\times10^{12}}{2.418\times10^{11}}=12.41 .$$

In atomic units the density is $8.4009\times10^{-5}$ and the field is $4.2544\times10^{-5}$, so $2\pi n/B$ gives the same 12.41.

How many of these digits mean anything depends on the density. Since $\nu$ is proportional to $n$, an error of 1 per cent in $n$ shifts $\nu$ by 0.12. For a measured channel, "about 12.4" is as much as a density known to 1 per cent supports.

**Where the factor of four belongs**

Suppose that the spin and valley splittings are small compared with $\omega_c$. The levels then come in groups of $g=2\times2=4$, one group for each $N$. The number of filled groups is

$$\frac{\nu}{g}=\frac{12.41}{4}=3.10 .$$

The groups $N=0,1,2$ are full and take 12 electrons per flux quantum. The remaining 0.41 go into $N=3$, which could hold four, so that group is about one tenth full.

With the same density and field but a single valley, $g=2$. The filling factor is still 12.41, but now $12.41/2=6.2$ groups are filled: $N=0$ to 5 are full and $N=6$ holds the remainder. The degeneracy changes the labels of the filled levels and leaves $\nu$ as it was.

You can see the same thing from the Fermi energy without a field. Plane waves have one state per area $(2\pi)^2$ of $k$ space, per unit area of sample. Filling a disc of radius $k_F$ with $g$ species gives

$$n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi}\quad\Rightarrow\quad E_F=\frac{k_F^2}{2m}=\frac{2\pi n}{gm}.$$

Dividing by the level spacing and multiplying by $g$,

$$g\,\frac{E_F}{\omega_c}=g\,\frac{2\pi n}{gm}\,\frac{m}{B}=\frac{2\pi n}{B}=\nu .$$

Both $g$ and $m$ cancel. With $m=0.19$, $E_F=18.9$ meV and $\hbar\omega_c=6.09$ meV, so the ratio is 3.10 and four times the ratio is 12.4. The factor of four is right in this formula because $E_F$ was obtained by sharing the electrons among four species.

**Counting the states without the oscillator formula**

The capacity of a level can also be found by brute force. Put one electron on a $28\times28$ grid that closes on itself in both directions, with side 70.45 nm, and give the hopping terms the phases due to the field. At 10 T this area is threaded by 12 flux quanta. Diagonalizing the grid Hamiltonian gives energies in well-separated clusters, and each of the lowest four clusters contains 12 states. At 5.833 T the flux is 7 quanta, and each of the lowest three clusters contains 7 states.

At your density the same area holds 148.9 electrons, and $148.9/12=12.41$. With four electrons per orbital they need 37.2 orbitals. The first 36 fill three clusters, and the rest lie in the fourth, which is $N=3$. The spacing of the two lowest clusters, extrapolated to zero grid spacing from grids of 20 and 28 points per side, is 6.091 meV, against 6.093 meV from $\hbar\omega_c$.

**Changing the field**

At fixed density, $\nu$ falls as $1/B$. Three full groups require $\nu=12$, which is reached at

$$B=\frac{nh}{12e}=\frac{12.41}{12}\times10\,\mathrm T=10.34\,\mathrm T .$$

Only 3 per cent more field than yours empties $N=3$. For $N=0$ alone to be full you need $\nu=4$, or about 31 T. In the opposite limit, $B\to0$, $\nu$ grows without bound. The ratio remains well defined, but the levels begin to overlap once their width is comparable with their spacing. They then survive only as oscillations in the density of states, which fade as $\omega_c\tau$ falls below about 1, where $\tau$ is the scattering time.

If you determine the density from magnetoresistance oscillations, the factor of four does enter. When the four members of a group are not resolved, the minima of the density of states at the Fermi level recur each time $\nu$ changes by $g$, though their depth varies with the field. This needs the spin and valley splittings to be small compared with $\omega_c$. A valley splitting that does not shrink with the field reaches half the level spacing at some low field (about 1.6 T for 0.5 meV). The oscillation passes through a node there, and below it the minima are shifted by two units of $\nu$. From $1/B=\nu e/(nh)$, the period in inverse field is

$$\Delta\!\left(\frac1B\right)=\frac{g e}{nh}\quad\Rightarrow\quad n=\frac{g e}{h\,\Delta(1/B)} .$$

For your channel the period is $4/(12.41\times10\,\mathrm T)=0.032\ \mathrm{T^{-1}}$. Inserting $g=2$ here would give half the true density, and then half the true $\nu$. If the spin splitting is well resolved and the valley splitting is not, neighbouring minima of the density of states are two units of $\nu$ apart, and $g=2$ belongs to that spacing. If the spin splitting is only partly resolved, shallow minima appear between the deep ones. The deep minima are still four units apart, and their spacing needs $g=4$.

**What the remaining 0.41 means in a broadened level**

The 0.41 is an average occupation of $N=3$, measured in electrons per flux quantum. How it is shared among the four sublevels depends on splittings and disorder. Take rough values for a good silicon channel at 1.5 K: mobility $10^4$ cm²/Vs, $g$-factor 2 and valley splitting 0.5 meV. The spin splitting is then 1.16 meV and $k_BT=0.13$ meV.

For the disorder, assume a random potential of very short range that conserves spin and valley, with $\langle U(\mathbf r)U(\mathbf r')\rangle=S\,\delta(\mathbf r-\mathbf r')$. Without a field, the golden rule with the density of states $m/(2\pi)$ of one species gives

$$\frac1\tau=2\pi S\,\frac{m}{2\pi}=Sm\quad\Rightarrow\quad S=\frac{1}{m\tau}.$$

This scattering is isotropic, so the same $\tau$ determines the mobility.

In the field, use the self-consistent Born approximation and keep one level at a time. The self-energy is $S$ times the local Green function, and the level contributes $1/(2\pi l^2)$ states per area. With $\varepsilon=E-E_N$,

$$\Sigma=\frac{S}{2\pi l^2}\,\frac{1}{\varepsilon-\Sigma}
\quad\Rightarrow\quad
\Sigma^2-\varepsilon\Sigma+\frac{S}{2\pi l^2}=0 .$$

The solutions are

$$\Sigma=\frac12\left[\varepsilon\pm\sqrt{\varepsilon^2-\Gamma^2}\right],\qquad
\Gamma^2=\frac{4S}{2\pi l^2}=\frac{2SB}{\pi}=\frac2\pi\,\frac{B}{m}\,\frac1\tau=\frac2\pi\,\frac{\omega_c}{\tau}.$$

$\Sigma$ has an imaginary part only for $|\varepsilon|<\Gamma$. In this approximation the level becomes a semi-ellipse of half-width $\Gamma$.

The mobility is $\mu=e\tau/m$ in SI units, so $\omega_c\tau=\mu B=(1\ \mathrm{m^2/Vs})(10\ \mathrm T)=10$. Hence $\hbar/\tau=6.09/10=0.61$ meV, and

$$\Gamma=\sqrt{\frac2\pi\times6.09\times0.61}\ \mathrm{meV}=1.54\ \mathrm{meV}.$$

As a test of the strength of this broadening, 600 random potentials with the same $S$ were projected onto the $N=3$ states of the grid. Their mean square corresponds to a half-width of 1.54 meV as well. This tests the second moment, $\Gamma^2/4$; the semi-elliptic shape remains an approximation.

In this approximation each sublevel is thus about 3.1 meV wide in total, while the centres of the four sublevels span only $1.16+0.50=1.66$ meV. They overlap. Filling them at 1.5 K gives occupations 0.287, 0.115, 0.005 and 0.000, from the lowest sublevel to the highest. The sum is 0.407, but you can't say that one separate spin-valley level is 41 per cent full.

In the same approximation, the groups themselves stay apart. The space left between neighbouring groups is $6.09-3.07-1.66\approx1.4$ meV, about ten times $k_BT$. This space is sensitive to the mobility, since $\Gamma\propto\mu^{-1/2}$. For 5000 cm²/Vs the same estimate gives $\Gamma=2.17$ meV and leaves only about 0.1 meV. In this model $N=0,1,2$ together hold 12.0 electrons per flux quantum. At 10.34 T, where $\nu=12$, fewer than $10^{-4}$ electrons per flux quantum are thermally excited into $N=3$ and above. That very small number relies on the sharp edges of the semi-ellipse; tails in the density of states would raise it.

**Is only one subband occupied?**

The identity $\nu=nh/(eB)$ needs only the total density. The statement that the last electrons are in $N=3$ also needs all of them to be in the lowest subband of the two occupied valleys.

To size this, solve for the motion normal to the interface in the Hartree approximation. With a hard wall at $z=0$ and electrons in the state $\zeta(z)$,

$$-\frac{\zeta''}{2m_z}+V\zeta=E\zeta,\qquad
V'(z)=\frac{4\pi}{\epsilon_r}\left[N_{\rm dep}+n\int_z^\infty|\zeta(z')|^2dz'\right].$$

The bracket is the charge deeper than $z$, as Gauss's law requires; the depletion charge $N_{\rm dep}$ is taken to lie far below the channel. The calculation uses $m_z=0.916$ for the occupied valleys, $m_z=0.19$ for the others and $\epsilon_r=11.7$. Image forces, exchange and correlation are left out.

For $N_{\rm dep}=4\times10^{11}$ cm$^{-2}$, the next subband of the same valleys lies 31.7 meV above the lowest one, and the first subband of the other valleys lies 32.2 meV above it. Their zero-point cyclotron energies put the centres of their lowest groups of levels at about 34.7 and 33.6 meV. The spin and valley splittings lower the first sublevel by less than 1 meV. The chemical potential is at 20 meV, so both are empty.

For $N_{\rm dep}=10^{11}$ cm$^{-2}$, with $n$ and $B$ unchanged, the distances shrink to 20.2 and 21.3 meV. Adding the same zero-point energies gives about 23.2 and 22.7 meV. The margin to these centres is then only about 3 meV. The splittings reduce it to a little over 2 meV, and a half-width like the 1.5 meV found above would leave less than 1 meV, too little to trust in a Hartree calculation. If another subband did fill, $\nu$ would still be 12.4, but $N=3$ might no longer be the right label for the last electrons.

**Your real channel**

A density of $3\times10^{12}$ cm$^{-2}$ is ordinary for a silicon MOSFET in strong inversion. The mobility used above is that of a good device at liquid-helium temperatures. At room temperature a few hundred cm²/Vs is a more realistic rough value. For 500 cm²/Vs, $\omega_c\tau=0.5$ at 10 T, and $k_BT\approx26$ meV is about four times $\hbar\omega_c$. The filling factor would still be 12.4, but there would be no separate Landau levels to observe. The valley splitting is uncertain, since it depends on the interface and the electric field. The spin splitting can also exceed the value used here, because the interaction between electrons, left out of this model, can enlarge it. Both splittings affect how the electrons are shared among the levels, and not $\nu$.

One assumption that can shift $\nu$ itself is that all the charge induced by the gate is mobile. If you calculated $n$ from the gate capacitance and 5 per cent of that charge is trapped, the mobile density is 5 per cent lower and $\nu$ drops by about 0.6, to 11.8. That is enough to move the Fermi level from the bottom of $N=3$ into the top of $N=2$. A density measured on the mobile electrons is therefore worth having before you assign level numbers. Also check the orientation: for a thin layer, $B$ in the formula is the component normal to it, so a tilt by an angle $\theta$ reduces it to $\cos\theta$ times the full field and raises $\nu$ by the factor $1/\cos\theta$.

The numerical output below lists the main values used here.

## Numbers as computed

```
Sheet density: 3e+12 cm^-2
Magnetic field: 10 T
States per area in one spin-valley level: 2.418e+11 cm^-2
Filling factor nu: 12.407
Density in atomic units: 8.4009e-05 a0^-2
Field in atomic units: 4.2544e-05 hbar/(e a0^2)
nu from atomic units: 12.407
Magnetic length: 8.113 nm
Filled fourfold levels nu/4: 3.102
Electrons per flux quantum in N=3: 0.407
Wrong value if multiplied by 4 again: 49.63
Field at nu = 12: 10.34 T
Shift of nu for 1 percent density error: 0.12
Lattice test:
  Torus side: 70.45 nm
  States in levels N=0..3 at 10 T: 12 12 12 12
  Lower test field: 5.833 T
  States in levels N=0..2 at lower field: 7 7 7
  Electrons on torus area: 148.9
  nu from counted states: 12.407
  Index N of partly filled level: 3
  Extrapolated level spacing: 6.091 meV
Si(100) channel, rough parameters:
  In-plane mass: 0.19 m_e
  Longitudinal mass: 0.916 m_e
  Cyclotron energy: 6.093 meV
  Zero-field Fermi energy: 18.9 meV
  Fermi energy from 4 x E_F / cyclotron: nu: 12.41
  Temperature: 1.5 K
  Thermal energy: 0.129 meV
  g-factor: 2
  Spin splitting: 1.16 meV
  Valley splitting (input): 0.5 meV
  Mobility: 1e+04 cm2/Vs
  Cyclotron frequency x scattering time: 10
  hbar / scattering time: 0.609 meV
  Disorder half-width: 1.54 meV
  Half-width from random potentials: 1.54 meV
  Chemical potential above subband edge: 20 meV
  Occupation of N=0,1,2 together: 12
  Occupations of the four N=3 sublevels: 0.287 0.115 0.005 0.000
  Occupation of N>=3 at nu = 12: 6.2e-05
Hartree subbands, distance from lowest subband:
  Depletion charge: 4e+11 cm^-2
  Next subband, same valleys: 31.7 meV
  Lowest subband, other valleys: 32.2 meV
  Its lowest Landau level: 33.6 meV
  Smaller depletion charge: 1e+11 cm^-2
  Next subband, same valleys: 20.2 meV
  Lowest subband, other valleys: 21.3 meV
```
